Electron mobility limited by acoustic phonons through the deformation potential, part 2

Electrons in an isotropic band ε = ħ²k²/2m scatter from longitudinal sound waves. The problem is their mobility μ, defined by j = neμE. Units are SI, carriers have charge −e and density n, E is the field and V the crystal volume. Strain u_ij shifts the band edge by Σ Ξ_ij u_ij, here ΞΔ, with deformation potential Ξ and dilation Δ = Σ_q Δ_q e^(iq·r). The medium has density ρ, longitudinal sound speed s and modulus c_l = ρs².

Phonons have mean occupation N = 1/(e^x − 1), x = ħsq/k_B T. The rate from k to k′ is

W(k→k′) = (2π/ħ) |g_q|² [N δ(ε′ − ε − ħsq) + (N + 1) δ(ε′ − ε + ħsq)],

|g_q|² = Ξ² ħq/(2ρVs),

with max(0, q_s − 2k) ≤ q ≤ 2k + q_s for absorption, 0 ≤ q ≤ 2k − q_s for emission, and q_s = 2ms/ħ.

For k_B T ≫ ms² scattering is nearly elastic and 2N + 1 → 2k_B T/ħsq (equipartition). Then ⟨|Δ_q|²⟩ = k_B T/(c_l V), W is isotropic, and with v = ħk/m and density of states per spin g₁ = mk/(2π²ħ²),

1/τ = (2π/ħ)(Ξ² k_B T/c_l) g₁ = Ξ² k_B T m k/(πħ³c_l),

ℓ = vτ = πħ⁴c_l/(Ξ² m² k_B T).

The occupation is f = f₀(1 + ψ), f₀ = exp[(ζ − ε)/k_B T], with chemical potential ζ. With total rate R, θ between k and k′, and ⟨ ⟩ the Maxwell average,

eE·v/k_B T = Σ_k′ W(k→k′) [ψ(k′) − ψ(k)],

ψ(k) = −(e/k_B T) (E·k̂) Λ(ε),

v = R Λ(ε) − Σ_k′ W(k→k′) cosθ Λ(ε′),

μ = e⟨vΛ⟩/(3k_B T).

In the elastic equipartition limit Λ = ℓ, and for nondegenerate carriers

μ = 4eℓ/[3√(2πmk_B T)] = (2√(2π)/3) e ħ⁴ c_l / [Ξ² m^(5/2) (k_B T)^(3/2)].

Also ⟨τ⟩_tr = [4/(3√π)] τ(k_B T), y = ε/k_B T, k_th = √(2mk_B T)/ħ, and c is the cosine between k and q. A program checks the results.

Each power now has a source. One factor T⁻¹ counts the phonons, through ⟨|Δ_q|²⟩ ∝ T. The factor T^(−1/2) arises because hotter electrons have more final states, g₁ ∝ √ε. Of the mass dependence, m^(−3/2) is the density of final states and m⁻¹ is the inertia of the electron in the field. The two kinds of mass separate in an ellipsoidal band, ε = Σ ħ²k_i²/2m_i, if the coupling is still taken as ΞΔ with scalar Ξ. Define m_d = (m₁m₂m₃)^(1/3) and k_i = √(m_i/m_d) κ_i. The Jacobian is √(m₁m₂m₃/m_d³) = 1 and ε = ħ²κ²/2m_d, so g₁ and τ(ε) are those of a spherical band of mass m_d. The elastic equipartition W is still constant on the energy surface, and v is odd in k, so Σ_k′ W v′ = 0 and ψ = −eτ E·v/k_B T solves the linearized equation. Then μ_ii = e⟨v_i²τ⟩/k_B T, and v_i² = (ħk_i/m_i)² = (m_d/m_i)(ħκ_i/m_d)², so

μ_ii = μ(m_d) m_d/m_i ∝ m_d^(−3/2) m_i⁻¹.

Symmetry does not force a scalar Ξ on an ellipsoidal valley. With a general Ξ_ij the transverse modes couple as well, and W depends on the direction of q. The elastic equipartition W remains proportional to T and independent of the magnitude of q, so the power T^(−3/2) survives by the dimensional argument, while the numerical factor and the simple mass rule do not.

For numbers take round model parameters that stand for no particular material: m = 0.2 m_e = 1.8219 × 10⁻³¹ kg, Ξ = 10 eV, ρ = 5000 kg/m³, s = 5000 m/s and T = 300 K, so k_B T = 4.1419 × 10⁻²¹ J. The modulus is c_l = 5000 × 5000² = 1.25 × 10¹¹ Pa. The temperature scale of the approximations is ms²/k_B = 0.330 K, and ms²/k_B T = 0.32989/300 = 0.0011. An electron at ε = k_B T has k = 3.684 × 10⁸ m⁻¹ and v = 2.132 × 10⁵ m/s, about 43 times the sound speed. The phonon that reverses it has x = 2√(2 × 0.0010996) = 0.0938 and N = 10.17. This N lies half a quantum below 1/x = 10.66, yet (2N + 1)x/2 = 1.0007, as 1 + x²/12 requires. The density of states per spin is g₁ = 3.0573 × 10⁴⁴ J⁻¹ m⁻³, and

1/τ(k_B T) = (2π/ħ) (10 eV)² (4.1419 × 10⁻²¹ J) (3.0573 × 10⁴⁴ J⁻¹ m⁻³)/(1.25 × 10¹¹ Pa) = 1.549 × 10¹² s⁻¹.

The grid sum of the golden rule gives 1.5487 × 10¹² s⁻¹ against 1.5494 × 10¹² s⁻¹ from the formula, lower by about 0.05 % of the latter. A Gaussian of width σ averages √ε to √ε + (σ²/2) d²(√ε)/dε² = √ε (1 − σ²/8ε²), so a small deficit is the expected effect of the smearing. Continuing,

τ(k_B T) = 6.454 × 10⁻¹³ s,

ℓ = (2.1323 × 10⁵ m/s)(6.4542 × 10⁻¹³ s) = 1.376 × 10⁻⁷ m,

⟨τ⟩_tr = 0.75225 × 6.4542 × 10⁻¹³ s = 4.855 × 10⁻¹³ s,

μ = e (4.8552 × 10⁻¹³ s)/(1.8219 × 10⁻³¹ kg) = 0.427 m²/(V s) = 4270 cm²/(V s).

At 75 K the formula gives 4^(3/2) = 8 times as much, 3.42 × 10⁴ cm²/(V s), and at 600 K it gives 1510 cm²/(V s). For the ellipsoid with masses 0.1, 0.2 and 0.4 m_e the mass m_d is 0.2 m_e, and the three-dimensional Maxwell sum gives 8540, 4270 and 2135 cm²/(V s) along the three axes, in the ratio 2 : 1 : 1/2. The program tests these against the rule above and tests the scattering rate of the ellipsoid by a grid sum. The golden rule and the Boltzmann equation themselves require that an electron travel many wavelengths between collisions. Here kℓ = (3.6838 × 10⁸)(1.3763 × 10⁻⁷) ≈ 51, and since k_th ℓ ∝ Ξ⁻² m^(−3/2) T^(−1/2) this condition fails first for heavy, strongly coupled bands.

The error made by the elastic and equipartition steps can be measured by solving the equation for Λ with the exact W. The sum over k′ becomes an integral over q in polar coordinates about k, V/(2π)³ ∫2πq² dq dc. The argument of each delta function is ħ²kqc/m + ħ²q²/2m ∓ ħsq, linear in c, so the c integral gives m/(ħ²kq) whenever the root c = (±q_s − q)/2k lies within −1 and 1. Collecting factors,

[V/(4π²)] (2π/ħ) [Ξ²ħq/(2ρVs)] [m/(ħ²kq)] q² = Ξ² m q²/(4πρsħ²k),

R = [Ξ² m/(4πρsħ²k)] [∫_abs q² N dq + ∫_em q² (N + 1) dq],

with the limits found above. The in-scattering term has the same form with the extra factor cosθ Λ(ε′), where k′² = k² ± q_s q by energy conservation and cosθ = k·(k + q)/(kk′) = (k + qc)/k′. As a check, q_s → 0 and N, N + 1 → k_B T/ħsq turn the bracket into 2(k_B T/ħs)(2k)²/2 = 4k²k_B T/ħs, and R = Ξ² m k k_B T/(πρs²ħ³) is the earlier 1/τ. The program tests this reduced kernel against a Cartesian grid sum at 2.64 K, where the scattering is visibly inelastic. The rates at ε = k_B T are 1.1044 × 10⁹ and 1.1037 × 10⁹ s⁻¹, and ⟨cosθ⟩ = 0.073 is no longer zero. It then iterates Λ = (v + in-scattering)/R to convergence and evaluates e⟨vΛ⟩/3k_B T.

The order of the correction follows from a symmetry. Write |g_q|² = Ξ²ħqs/(2c_l V) and hold c_l fixed. The Bose function satisfies N(−x) = 1/(e^(−x) − 1) = −e^x/(e^x − 1) = −(N + 1), so changing s to −s turns s N δ(ε′ − ε − ħsq) into s(N + 1) δ(ε′ − ε + ħsq) and the reverse. W is an even function of s, its value as s → 0 is the elastic equipartition form, and an expansion in s has no linear term. The first correction is thus proportional to ms²/k_B T, although each phonon changes the electron energy by a relative amount of order √(ms²/k_B T). The expansion fails for slow electrons with k ≲ q_s, but their weight in ⟨vΛ⟩ goes as ∫k³dk, of relative order (q_s/k_th)⁴ ∼ (ms²/k_B T)² as long as Λ there is no larger than of order ℓ.

At 300 K the full solution gives 4275.7 cm²/(V s), and the ratio to the formula is 1.0014. At 75 K the ratio is 1.0057. The excess over 1, divided by ms²/k_B T, is 1.28 and 1.29, and the program tests that these two agree, that the full mobility matches the formula at 300 K, and that Λ equals ℓ at three wave numbers. The correction is positive. The x²/12 term alone strengthens the scattering and would lower μ, so the inelastic terms must raise it by more; the size of the coefficient is a numerical finding and is not derived here. A ratio 1 + 1.28 ms²/k_B T shifts the logarithmic slopes to −3/2 − 0.0014 in T and −5/2 + 0.0014 in m, and the slopes of the full solution, tested against −3/2 and −5/2, are −1.5014 and −2.4986. Further down the printed ratio is 1.044 at 10 K and 1.59 at 1 K, where k_B T is only three times ms² and the linear estimate, 1 + 1.28 × 0.33 = 1.42, is no longer adequate.

Near-elastic scattering also narrows the meaning of a weak field. As an order-of-magnitude estimate, each collision changes the energy by a step whose square is (ħsk_th)² ∼ ms² k_B T, so a random walk in energy needs about k_B T/ms² collisions to cover k_B T, and energy relaxes that many times more slowly than momentum. The field feeds each electron the power eμE² ∼ m v_d²/τ, with v_d = μE, and the excess energy is this power times τ k_B T/ms², that is δε/k_B T ∼ v_d²/s². The linear result therefore needs a drift velocity small compared with the speed of sound, which is a stricter demand than smallness against the thermal velocity.

The second neglected parameter is the density. With Fermi–Dirac statistics each transition carries a factor for an empty final state. For elastic, symmetric W these factors cancel, since f′(1 − f) − f(1 − f′) = f′ − f, so τ and ℓ are unchanged. On the left side f₀/k_B T is replaced by −∂f₀/∂ε, and the steps that led to the current give

μ = (2e/3n) ∫ g₁ v ℓ (−∂f₀/∂ε) dε.

Here g₁v = [mk/(2π²ħ²)](ħk/m) = k²/(2π²ħ) = mε/(π²ħ³). Integrating by parts, ∫ε(−∂f₀/∂ε)dε = ∫f₀ dε = k_B T ln(1 + e^η) with η = ζ/k_B T, as differentiation of −k_B T ln(1 + e^(η − ε/k_B T)) confirms. Hence

μ = 2eℓ m k_B T ln(1 + e^η)/(3π²ħ³n).

For e^η ≪ 1, expand f₀ = e^η e^(−y) − e^(2η) e^(−2y) + …. The integral n = 2∫g₁f₀dε, with ∫y^(1/2)e^(−y)dy = √π/2 and a factor 2^(−3/2) for the doubled exponent, gives n = N_c (e^η − 2^(−3/2) e^(2η) + …), where N_c = 2(2mk_B T)^(3/2)(√π/2)/(4π²ħ³) = 2(mk_B T/2πħ²)^(3/2). In leading order ln(1 + e^η)/n = 1/N_c, and

μ = eℓ m k_B T (2πħ²)^(3/2)/[3π²ħ³ (mk_B T)^(3/2)] = eℓ (2π)^(3/2)/[3π²√(mk_B T)],

which equals 4eℓ/[3√(2πmk_B T)] because (2π)^(3/2)/π² = (2π)²/(π²√(2π)) = 4/√(2π). In the next order ln(1 + e^η) = e^η − e^(2η)/2, so μ is multiplied by 1 − (1/2 − 2^(−3/2)) n/N_c. The nondegenerate result thus requires n ≪ N_c, and in the example N_c = 2.24 × 10²⁴ m⁻³. The program tests the Fermi–Dirac integrals for n and μ by quadrature deep in this limit.

For η ≫ 1, k_B T ln(1 + e^η) equals ζ up to terms of order e^(−η). Define k_F by n = k_F³/3π², which counts two spins in a sphere of radius k_F, and ε_F = ħ²k_F²/2m. Then

μ = 2eℓ m ζ/(ħ³k_F³) = [eℓ/(ħk_F)] (ζ/ε_F).

At fixed n, and with ζ ≈ ε_F, the mobility follows ℓ and goes as T⁻¹ m⁻² n^(−1/3). The carriers that conduct have an energy set by the density, so the T^(−1/2) from the final states is lost. For n = 10²⁶ m⁻³ in the model, k_F = 1.436 × 10⁹ m⁻¹ and η = 15.14, the quadrature gives 1451 cm²/(V s), and eℓ/ħk_F is 1456 cm²/(V s). The first is lower by 0.4 % of the second, which is the factor ζ/ε_F. It lies below 1 because n is proportional to ∫ε^(3/2)(−∂f₀/∂ε)dε, and averaging the convex function ε^(3/2) over the thermal window, symmetric about ζ for large η, raises it above ζ^(3/2), so ζ must sink to keep n fixed. The ratio ζ/ε_F depends on m and T only through k_B T/ε_F ∝ mT, so the two logarithmic slopes must depart from −1 and −2 by the same amount, and they are −1.0072 and −2.0072. The program tests the limit and both slopes. In this regime the largest phonon wave number is about 2k_F, and that phonon has x = T_BG/T, where T_BG = 2ħsk_F/k_B is the Bloch–Grüneisen temperature, 110 K in the example. Once the phonon energy is kept, the empty-state factors no longer cancel. The integrals ∫f₀(ε)[1 − f₀(ε ± ħsq)]dε equal ħsq(N + 1) for absorption and ħsqN for emission, so the rate for one q, summed over the thermal window, is x²N(N + 1) = (x/2)²/sinh²(x/2) ≈ 1 − x²/12 times its elastic equipartition value. The scattering is thus weaker than that value, by about 1 % for this phonon at 300 K, where x = 0.37, and the deficit grows large as T falls below T_BG. The degenerate figures were computed with the elastic equipartition τ, so they test the statistics and say nothing about the accuracy of that τ.

A real crystal adds processes that lie outside the model. Optical phonons become populated as k_B T approaches their energy and scatter inelastically, and in polar crystals they couple through long-range electric fields. In crystals without an inversion centre acoustic waves can carry a piezoelectric potential. For a coupling energy proportional to the strain divided by q, the quantity Ξ²/c_l is replaced by a constant over q² ∼ mk_B T/ħ², and the same counting gives μ ∝ T^(−1/2) m^(−3/2) when screening is neglected. Charged impurities and boundaries take over when ℓ ∝ 1/T has grown long enough at low temperature. Within the linearized Boltzmann description of the same band, an additional collision term that obeys detailed balance can only lower the mobility. With φ = −ψ and X = eE·v/k_B T the equation reads X = Σ_k′ W(k→k′)[φ(k) − φ(k′)], and the symmetry of f₀(k)W(k→k′) under exchange of k and k′ gives Σ_k f₀ φ Σ_k′ W(φ − φ′) = Q[φ] ≡ ½ Σ_k,k′ f₀ W (φ − φ′)² ≥ 0. The functional F[φ] = 2Σ f₀Xφ − Q[φ] satisfies F[φ₀ + δ] = F[φ₀] − Q[δ] about the solution φ₀, so its maximum is F[φ₀] = Σ f₀Xφ₀, which is j·E times V/2k_B T. A further process raises Q for every φ and so lowers this maximum. The upper bound is therefore the mobility of the full acoustic solution. At the four temperatures computed in the example the closed formula lies below that solution, by the factor 1.0014 at 300 K and 1.59 at 1 K, so it serves as the bound only up to a relative correction of order ms²/k_B T, and it is approached only in the window of temperature and purity where long-wave compression is the dominant scatterer.

Table of computed values

```
m/m_e = 0.2
m = 1.8219e-31 kg
Xi = 10 eV
rho = 5000 kg/m^3
s = 5000 m/s
T = 300 K
cl = 1.25e+11 Pa
kB T = 4.1419e-21 J
m s^2/kB = 0.32989 K
m s^2/(kB T) = 0.0010996
k at eps=kBT = 3.6838e+08 1/m
v at eps=kBT = 2.1323e+05 m/s
x = hbar s 2k/(kB T) = 0.093793
N at q=2k = 10.17
(2N+1) x/2 at q=2k = 1.0007
chain: x of longest wave = 0.024996
chain: <|Delta_q|^2> cl V/(kB T) - 1 = 5.2025e-05
DOS per spin at kBT = 3.0573e+44 1/(J m^3)
1/tau(kBT) formula = 1.5494e+12 1/s
1/tau(kBT) grid sum = 1.5487e+12 1/s
tau(kBT) = 6.4542e-13 s
mean free path l = 1.3763e-07 m
<cos>, equipartition kernel = 0
<cos>, kernel ~ q = -0.19983
4/(3 sqrt(pi)) = 0.75225
<tau> = 4.8552e-13 s
mu formula = 0.42697 m^2/(V s)
mu formula = 4269.7 cm^2/(V s)
mu full Boltzmann = 4275.7 cm^2/(V s)
mu formula at 75 K = 34158 cm^2/(V s)
mu formula at 600 K = 1509.6 cm^2/(V s)
full: dln mu/dln T = -1.5014
full: dln mu/dln m = -2.4986
mu full/formula at 300 K = 1.0014
mu full/formula at 75 K = 1.0057
mu full/formula at 10 K = 1.0439
mu full/formula at 1 K = 1.5922
(ratio-1) kBT/(m s^2) at 300 K = 1.2803
(ratio-1) kBT/(m s^2) at 75 K = 1.2864
inelastic check T = 2.6392 K
inelastic rate, q integral = 1.1044e+09 1/s
inelastic rate, grid sum = 1.1037e+09 1/s
inelastic <cos>, grid sum = 0.072954
ellipsoid m_d/m_e = 0.2
ellipsoid mu along m=0.1 m_e = 8539.5 cm^2/(V s)
ellipsoid mu along m=0.2 m_e = 4269.7 cm^2/(V s)
ellipsoid mu along m=0.4 m_e = 2134.9 cm^2/(V s)
Nc = 2.2445e+24 1/m^3
degenerate n = 1e+26 1/m^3
kF = 1.436e+09 1/m
eta = 15.14
2 hbar s kF/kB = 109.68 K
mu degenerate = 1450.9 cm^2/(V s)
e l/(hbar kF) = 1456.1 cm^2/(V s)
degenerate dln mu/dln T = -1.0072
degenerate dln mu/dln m = -2.0072
```
